# Why a Long Pulse Can Fail to Set a Bistable Cell

**Question.** A memory cell has two stable states, 0 (unset) and 1 (set). A pulse pushes it from 0 towards 1. The push is random in its timing, so a short pulse may end before the cell has switched. A longer pulse gives the cell more time. Why, then, can a very long pulse still leave the cell unset, and how often does this happen?

**Answer.**

### The mechanism: the pulse does not lock the door

The intuition behind a long pulse is that of waiting for a single event. If the cell has some chance per unit time of jumping from 0 to 1, then sooner or later it jumps. That is correct, but it answers a different question. It tells us whether the cell has been in state 1 at some time during the pulse. The memory needs the cell to be in state 1 at the moment when the pulse ends.

The two questions have the same answer if a set cell stays set. During the pulse, however, the conditions that make the cell able to move (heat, a strong field) also act on it after it has moved. If the backward jump is possible, the cell goes to 1, stays there for a while, returns to 0, and goes to 1 again. The end of a long pulse catches it at some point of this back-and-forth motion, and sometimes that point lies in state 0.

To find how often, I make four assumptions:

1. During the pulse, a cell in state 0 jumps to 1 with probability \(k_f\,dt\) in a short time \(dt\), and a cell in state 1 jumps to 0 with probability \(k_b\,dt\). The forward rate \(k_f\) and the backward rate \(k_b\) are constant and do not depend on the earlier history.
2. There is no third state.
3. Nothing stops the pulse when the cell switches.
4. When the pulse ends, the cell freezes in the state it then has.

### How the set probability moves

Let \(p(t)\) be the probability that the cell is in state 1 at time \(t\) after the start of the pulse. There are two ways to be in state 1 at \(t+dt\): to have been there and not jumped back, or to have been in state 0 and jumped forward. Two jumps within \(dt\) have a probability of order \(dt^2\), which drops out as \(dt\to0\). Hence
\[
p(t+dt)=p(t)\,(1-k_b\,dt)+[1-p(t)]\,k_f\,dt .
\]
Subtracting \(p(t)\) and dividing by \(dt\) gives
\[
\frac{dp}{dt}=k_f(1-p)-k_b\,p = k_f-(k_f+k_b)\,p .
\]
The first form shows what happens. At the start nearly all cells are in state 0, and the forward flow dominates. As state 1 fills, fewer cells are left to jump forward and more are able to jump back. The net flow stops when the two flows are equal, not when state 0 is empty. Setting \(dp/dt=0\) gives
\[
p_\infty=\frac{k_f}{k_f+k_b}.
\]

It remains to show that \(p\) really goes to this value. Write \(s=k_f+k_b\), so that \(k_f=s\,p_\infty\). The equation becomes
\[
\frac{dp}{dt}=s\,p_\infty-s\,p=-s\,(p-p_\infty).
\]
Let \(u=p-p_\infty\). Since \(p_\infty\) is constant, \(du/dt=-su\), and so
\[
\frac{d}{dt}\left(u\,e^{st}\right)=\left(\frac{du}{dt}+su\right)e^{st}=0 .
\]
Thus \(u\,e^{st}\) keeps its starting value \(p(0)-p_\infty\), and
\[
p(t)=p_\infty+[p(0)-p_\infty]\,e^{-(k_f+k_b)t}.
\]
The starting state is forgotten with time constant \(1/(k_f+k_b)\). A larger backward rate shortens this time, although it also lowers the set probability that is finally reached.

For a cell that starts in state 0, the failure probability is
\[
1-p(t)=\frac{k_b}{k_f+k_b}+\frac{k_f}{k_f+k_b}\,e^{-(k_f+k_b)t}.
\]
A longer pulse removes the second term. It cannot touch the first, which I call the failure floor. If \(k_b=0\), the floor vanishes and a long enough pulse does set the cell with a probability as close to one as we like.

A cell that is already set shows the other side of the same law. With \(p(0)=1\),
\[
1-p(t)=\frac{k_b}{k_f+k_b}\left[1-e^{-(k_f+k_b)t}\right],
\]
which rises from zero to the same floor. A set pulse applied to a set cell can therefore unset it.

### Who are the failed cells?

Let \(S(t)\) be the probability that a cell starting in 0 has not jumped at all. To survive a further \(dt\) it must avoid a forward jump, so \(S(t+dt)=S(t)(1-k_f\,dt)\), which gives \(dS/dt=-k_fS\) and
\[
S(t)=e^{-k_ft}.
\]
This does vanish for a long pulse: the intuition about waiting was right about this quantity. The other failed cells have switched and come back. Their probability is
\[
R(t)=1-p(t)-e^{-k_ft}.
\]
For short times, expanding both parts to second order gives
\[
R\approx\left(1-k_ft+\tfrac12k_f(k_f+k_b)t^2\right)-\left(1-k_ft+\tfrac12k_f^2t^2\right)=\tfrac12k_fk_bt^2 .
\]
It starts quadratically because two jumps are needed. For long times \(R\) tends to the whole floor.

The jumps themselves do not stop at saturation. Their mean number \(N(t)\) grows at the rate \(k_f(1-p)+k_bp=k_f-(k_f-k_b)p\). With \(p=(k_f/s)(1-e^{-st})\), integration from 0 to \(t\) gives
\[
N(t)=k_ft-(k_f-k_b)\frac{k_f}{s}\left[t-\frac{1-e^{-st}}{s}\right].
\]
The terms proportional to \(t\) combine through \(s-(k_f-k_b)=2k_b\), so
\[
N(t)=\frac{2k_fk_b}{s}\,t+\frac{k_f(k_f-k_b)}{s^2}\left(1-e^{-st}\right).
\]
The probability stands still while individual cells continue to flip. On average a cell waits \(1/k_f\) in state 0 and \(1/k_b\) in state 1, so the fraction of a full cycle spent in state 1 is
\[
\frac{1/k_b}{1/k_f+1/k_b}=\frac{k_f}{k_f+k_b},
\]
the saturation value again.

### What fixes the ratio of the rates

Consider a cell whose state depends on one charged defect with two equivalent sites. Without a field, the sites have equal energy and are separated by a barrier \(E\). A field \(F\) does work \(w=qFa\) on a defect of charge \(q\) that moves the distance \(a\) from site 0 to site 1. Take the energy of site 0 as zero. Site 1 then lies at \(-w\), and the barrier top, halfway between, at \(E-w/2\). The climb is \(E-w/2\) going forward and \(E-w/2-(-w)=E+w/2\) going back.

If the barrier is many times \(kT\), the defect settles thermally in its site between jumps, and the usual activated rates apply:
\[
k_f=\nu\,e^{-(E-w/2)/kT},\qquad k_b=\nu\,e^{-(E+w/2)/kT}.
\]
Here \(\nu\) is the attempt frequency, \(T\) the temperature and \(k\) without a subscript is Boltzmann's constant. Dividing,
\[
\frac{k_f}{k_b}=e^{w/kT},\qquad
\frac{k_b}{k_f+k_b}=\frac{1}{1+e^{w/kT}} .
\]
The barrier and the attempt frequency affect how fast the floor is reached, but they cancel from its height. Without a field the floor is one half: the pulse merely randomizes the cell. For \(w\gg kT\) the floor is close to \(e^{-w/kT}\), small but not zero. This form needs one common temperature and equivalent sites; the form with \(k_f\) and \(k_b\) does not.

### Numbers for an oxide filament

Take a doubly charged oxygen vacancy at the narrowest point of a conducting filament, in the regime of a hafnium-oxide resistive cell. Rough values are \(E=1.5\) eV, \(\nu=10^{13}\) s\(^{-1}\), \(a=0.30\) nm and \(F=2.5\) MV/cm, which is 0.25 V/nm. Current heats the spot to 800 K during the pulse, where \(kT=0.0689\) eV. Then
\[
w=2\times0.30\times0.25\ \text{eV}=0.15\ \text{eV},\qquad \frac{w}{kT}=2.176 .
\]
The climbs are 1.425 eV and 1.575 eV, so
\[
k_f=10^{13}e^{-1.425/0.06894}\ \text{s}^{-1}=1.05\times10^4\ \text{s}^{-1},
\]
\[
k_b=10^{13}e^{-1.575/0.06894}\ \text{s}^{-1}=1.20\times10^3\ \text{s}^{-1}.
\]
The ratio is 8.81, the time constant \(1/(k_f+k_b)\) is 85 µs, and the floor is \(1/(1+8.81)=0.102\). The formula for \(1-p(t)\) gives:

| Pulse (ms) | Failure probability |
|---|---|
| 0.03 | 0.733 |
| 0.1 | 0.380 |
| 0.3 | 0.128 |
| 1 | 0.102 |
| 10 | 0.102 |

Up to about 0.3 ms, extra time helps a great deal. Beyond 1 ms, ten times more time buys nothing visible in this two-state model. At 1 ms the probability of never having switched is \(e^{-10.54}=2.6\times10^{-5}\). Practically all of the 10 % failures are cells that switched and came back. The mean number of jumps by then is \(2.15+0.71=2.86\), from the two terms of \(N(t)\).

### What does help

**A stronger tilt.** A floor of 1 % needs \(e^{w/kT}=99\), or \(w=kT\ln99=0.317\) eV. At 800 K and with the same hop, this takes 5.3 MV/cm. A rough breakdown field for such an oxide is 5 MV/cm, so this cure would bring the oxide to about its breakdown field.

**A cooler pulse.** At the same field but 600 K, \(w/kT\) rises to 2.90 and the floor falls to 0.052. The time constant grows from 85 µs to 88 ms, because both rates depend strongly on temperature. Reliability is bought with a thousandfold loss of speed.

**Reading between pulses.** Split the total time \(t\) into \(n\) equal pulses, read after each, and stop when the cell is found in state 1. Assume that the reading is correct and does not disturb the cell. A further pulse is given only to a cell found in 0, so each pulse starts afresh from 0, and the failure probabilities multiply:
\[
P_n=\left[1-p(t/n)\right]^n .
\]
For a total of 1 ms, one pulse fails with probability 0.102. Three pulses give \(0.120^3=1.7\times10^{-3}\), and ten give \(0.3796^{10}=6.2\times10^{-5}\), all within the two-state model. For many short pulses, \(1-p(t/n)\approx1-k_ft/n\), and
\[
P_n\to\lim_{n\to\infty}\left(1-\frac{k_ft}{n}\right)^n=e^{-k_ft}.
\]
This is the probability of never having switched, \(2.6\times10^{-5}\) here. When the readings follow one another closely, stopping on success turns the question "is it set at the end?" back into "has it ever switched?", for which waiting does work.

### What the example leaves out

**Feedback from switching.** Once set, a real cell conducts better, so its heating and its internal field change. The general floor \(k_b/(k_f+k_b)\) survives if each rate is taken under the conditions of the state being left, provided these settle quickly compared with the waiting times. The formula with a single \(w/kT\) does not survive. Keep \(k_f\) as above. If the set state is 20 K hotter, \(k_b\) rises and the floor goes from 0.10 to 0.17; if it is 50 K hotter, to 0.30. A field 20 % weaker in the set state lowers the backward climb to \(E+0.8\,w/2\) and gives 0.12. A set state that runs cooler would shift the floor the other way. At 50 K cooler the floor would be 0.024. If the field vanished altogether in the set state, at unchanged temperature, the floor would be 0.25. The sizes of these shifts are assumed, so they show how sensitive the floor is to feedback, not which effect dominates in a given cell.

**A third site.** Suppose the defect can also leave both sites sideways over a barrier of 2.0 eV, an assumed value. The escape rate is \(k_3=\nu e^{-2.0/0.06894}\approx2.5\) s\(^{-1}\), and the probability of escape is \(1-e^{-k_3t}\). This is 0.25 % in 1 ms but 92 % in 1 s. "Very long" must therefore mean long compared with 85 µs and short compared with the escape time of about 0.4 s. Escape also limits the cure by reading. Even if the pulse stopped at the first forward jump, the defect would escape first with probability \(k_3/(k_f+k_3)\approx2\times10^{-4}\). If escape counts as failure, the values of \(P_n\) above are too optimistic: three pulses then fail with probability \(2.7\times10^{-3}\), ten with \(4.7\times10^{-4}\), and very many short pulses still with about \(2.6\times10^{-4}\). A single pulse of 10 ms fails with probability 0.124 instead of 0.102.

**The end of the pulse.** Suppose the field vanishes at once and the temperature decays exponentially to 300 K with a time constant of 10 ns. The two rates are then equal, \(k_0(T)=\nu e^{-E/kT}\), and the balance equation becomes
\[
\frac{dp}{dt}=-2k_0(T)\left(p-\tfrac12\right).
\]
Integrating \(2k_0\) numerically over the cooling gives a loss of set probability of \(2\times10^{-6}\), which is negligible. Cooling freezes the cell before it can relax towards one half.

**Storage.** The mean waiting time \(1/k_0\) without a field is about \(5\times10^4\) years at 300 K but only about 4 years at 358 K. For this barrier, the freezing assumption is good at room temperature and poor for long storage in a hot place. It depends steeply on the barrier: with \(E=1.19\) eV the waiting time at 300 K is only about 0.3 year.

**Barrier shape and tunnelling.** For a cosine barrier, the field also shifts the positions of the sites and of the top. With distance measured in hops, the curvature at each of these points has magnitude \(\kappa=2\pi^2E\). To leading order the site drops by \(w^2/2\kappa\) and the top rises by as much, so both climbs grow by
\[
\frac{w^2}{\kappa}=\frac{w^2}{2\pi^2E}=0.76\ \text{meV}.
\]
Both rates fall by about 1 %. The leading tunnelling correction, \(1+(h\nu/kT)^2/24\) with \(h\) Planck's constant and \(\nu\) used as the frequency of the barrier top, raises both by 1.5 %. Such common factors change the speed and cancel from the floor.

### Beside a real cell

A field of a few MV/cm, strong local heating and an attempt frequency near \(10^{13}\) s\(^{-1}\) are reasonable for filamentary oxide cells. Barriers for vacancy motion vary widely with charge state and surroundings, and 1.5 eV is one value within that range. The time constant of 85 µs is slow: filamentary oxide cells can switch in less than a microsecond, which in this model would need a lower barrier or a hotter spot. For a time constant of 1 µs the model needs a barrier of 1.19 eV, which spoils storage, or about 1020 K, which raises the floor to 0.15. A stronger field alone would have to reach 13 MV/cm, well above the rough breakdown value used here. That comparison is crude for a filament, since 1 V across a gap of 1 nm is already 10 MV/cm, where the model floor is only \(1.7\times10^{-4}\). The assumption that real cells break most plainly is that one defect decides the state. A filament contains many defects, its resistance can take intermediate values, and its heating follows its resistance. The assumed temperature shifts above show that this last effect alone could triple the floor or, if the set state runs cooler, cut it several times. The number of defects matters even more. If 11 independent defects of this kind decided the state by majority, the floor would be \(3\times10^{-4}\), and with 21 it would be \(2\times10^{-6}\); if all 11 had to be in place, it would be 0.69. The value of 10 % therefore belongs to this one-defect model and is not a failure rate for a product.

The existence of a floor depends less on those details than its height does. The model does not show that backward jumps are the main cause of failed set pulses in real cells, where the floor may be too small to matter. In a cell with two states and steady rates, a pulse that leaves the way back open and is not stopped on success makes the cell forget its starting state, and does so more completely the longer it lasts. After a long pulse, the ratio of the two rates decides where the cell is likely to be found.

All numerical values are calculated from the stated model.
